# Fixed-Cell and Zero-Stress Defect Energies: Elastic Difference and Common Limit

A pair of oversized impurities in a 64-atom model crystal has an energy of 0.008595 hartree when the cell keeps the shape of the perfect crystal, and 0.008213 hartree when the cell is relaxed to zero stress. The difference is $3.820\times10^{-4}$ hartree. In a cell of the same shape with 512 atoms it is $4.842\times10^{-5}$ hartree, smaller by a factor of 7.89, while the volume is larger by a factor of 8. Extrapolated to infinite volume, the two series give 0.0082553 and 0.0082557 hartree, with a shared uncertainty of a few $10^{-6}$ hartree. The difference between the procedures therefore falls nearly as the inverse volume, and its size follows from one tensor of the defect and the elastic constants of the host.

Consider a neutral defect with short-range forces in a periodic supercell of a stable crystal. Let $V$ be the volume of the supercell when it has the shape of the stress-free host. A homogeneous strain $\varepsilon$ takes each lattice vector $\mathbf a$ of the supercell to $(1+\varepsilon)\mathbf a$. Since a rigid rotation costs no energy, $\varepsilon$ may be taken symmetric, with six independent components. Let $E(\varepsilon)$ be the energy after the atoms have relaxed at that strain, measured from the energy of the stress-free host. Constants that account for added or removed atoms are the same in both procedures and cancel from their difference. The fixed-cell energy is $E_{\rm fix}=E(0)$, and the zero-stress energy $E_{\rm free}$ is the minimum of $E(\varepsilon)$ over all six components.

The elastic dipole tensor is defined by

$$P_{ij}=-\left.\frac{\partial E}{\partial\varepsilon_{ij}}\right|_{\varepsilon=0}.$$

The atoms are at a minimum, so the energy does not change to first order when they move, and $P$ can be evaluated from the explicit strain derivative at the relaxed positions. The stress in the fixed cell is

$$\sigma_{ij}=\frac1V\left.\frac{\partial E}{\partial\varepsilon_{ij}}\right|_{\varepsilon=0}=-\frac{P_{ij}}V .$$

With this sign, a defect that pushes its surroundings outward has positive $\mathrm{tr}\,P$ and leaves the fixed cell under compression.

The perfect host has energy $Vw(\varepsilon)$, where $w=\tfrac12\,\varepsilon{:}C{:}\varepsilon+O(\varepsilon^3)$ and $C$ is the stiffness with internal coordinates relaxed. There is no linear term because the host is stress-free. The defect adds its own energy in the strained crystal. For a localized defect this addition stays finite as $V$ grows, and near one minimum it is smooth in $\varepsilon$:

$$E(\varepsilon)=Vw(\varepsilon)+E_{\rm fix}-P{:}\varepsilon+\tfrac12\,\varepsilon{:}K{:}\varepsilon+O(\varepsilon^3).$$

Here $K$ describes how the defect stiffens or softens the cell, and it does not grow with $V$. Collecting the quadratic terms gives

$$E(\varepsilon)=E_{\rm fix}-P{:}\varepsilon+\frac V2\,\varepsilon{:}C_V{:}\varepsilon+O(V\varepsilon^3),\qquad C_V=C+\frac KV .$$

Setting the derivative of the quadratic form to zero gives $VC_V{:}\varepsilon=P$, hence $\varepsilon^*=C_V^{-1}P/V$. Since $C_V$ is symmetric, the square can be completed:

$$-P{:}\varepsilon+\frac V2\,\varepsilon{:}C_V{:}\varepsilon=\frac V2(\varepsilon-\varepsilon^*){:}C_V{:}(\varepsilon-\varepsilon^*)-\frac{P\,C_V^{-1}P}{2V}.$$

The cross term on the right is $-V\varepsilon{:}C_V{:}\varepsilon^*=-P{:}\varepsilon$, and the constant $\frac V2\varepsilon^*{:}C_V{:}\varepsilon^*=PC_V^{-1}P/(2V)$ is cancelled by the last term. For a stable cell the square is never negative, so relaxation lowers the energy by $PC_V^{-1}P/(2V)$. The work done by the dipole, $P{:}\varepsilon^*$, is twice this amount; half of it is stored as strain energy.

Two approximations remain. With the host compliance $S=C^{-1}$,

$$C_V^{-1}=S-\frac{SKS}{V}+O(V^{-2}),$$

so replacing $C_V^{-1}$ by $S$ changes the energy by $-PSKSP/(2V^2)$ to leading order. The cubic term, evaluated at a strain of order $1/V$, is of order $V\cdot V^{-3}=V^{-2}$. It also shifts the minimum, but its gradient there is of order $V\cdot V^{-2}=V^{-1}$, and the resulting energy, a squared gradient divided by a stiffness of order $V$, is of order $V^{-3}$. Therefore

$$\boxed{E_{\rm fix}-E_{\rm free}=\frac{PSP}{2V}+O(V^{-2})},\qquad PSP=P_{ij}S_{ijkl}P_{kl}.$$

The dipole in a finite cell differs from its dilute value by $O(1/V)$, so either may be used at this order. Since $P=-V\sigma$, the leading term is also $\frac V2\,\sigma{:}S{:}\sigma$, which requires only the residual stress of the fixed-cell calculation and the host compliance.

The full result needs both volume and shape to be free. In a cubic host the two contributions separate. Write the diagonal strains as $\varepsilon_{ii}=e/3+d_i$ with $\sum_i d_i=0$, so that $e$ is the relative volume change to first order. Then $\sum_i\varepsilon_{ii}^2=e^2/3+\sum_i d_i^2$, and

$$\sum_{i<j}\varepsilon_{ii}\varepsilon_{jj}=\tfrac12\Big(e^2-\sum_i\varepsilon_{ii}^2\Big)=\tfrac13e^2-\tfrac12\sum_i d_i^2 .$$

Inserting these sums in the cubic elastic energy density gives

$$\begin{aligned}
w&=\tfrac12C_{11}\sum_i\varepsilon_{ii}^2+C_{12}\sum_{i<j}\varepsilon_{ii}\varepsilon_{jj}+2C_{44}\sum_{i<j}\varepsilon_{ij}^2\\
&=\tfrac12Be^2+\tfrac12(C_{11}-C_{12})\sum_i d_i^2+2C_{44}\sum_{i<j}\varepsilon_{ij}^2,
\end{aligned}$$

with the bulk modulus $B=(C_{11}+2C_{12})/3$. Let $p=\mathrm{tr}\,P/3$ and $p_i=P_{ii}-p$. Because the $d_i$ sum to zero,

$$P{:}\varepsilon=pe+\sum_i p_id_i+2\sum_{i<j}P_{ij}\varepsilon_{ij}.$$

Minimizing $Vw-P{:}\varepsilon$ is now a set of separate problems, solved by

$$e=\frac p{VB},\qquad d_i=\frac{p_i}{V(C_{11}-C_{12})},\qquad \varepsilon_{ij}=\frac{P_{ij}}{2VC_{44}}\quad(i\ne j).$$

The $d_i$ found in this way sum to zero, as required. Substitution and multiplication of the total gain by $2V$ give

$$PSP=\frac{(\mathrm{tr}P)^2}{9B}+\frac{\sum_i p_i^2}{C_{11}-C_{12}}+\frac{\sum_{i<j}P_{ij}^2}{C_{44}} .$$

Relaxing the volume alone gains the first term divided by $2V$, that is $(\mathrm{tr}P)^2/(18BV)$. Relaxing the shape at fixed volume gains the other two. An isotropic dipole in a cubic host therefore gains nothing from a change of shape at this order.

The boxed result shows that the difference vanishes in large cells. For a common dilute limit, one of the two energies must also be shown to converge. Take first a harmonic crystal with one atom per primitive cell, $N$ atoms in the supercell, and a defect represented by fixed forces $\mathbf f(\mathbf R)$ that sum to zero and exert no net torque, so that $\sum_{\mathbf R}f_iR_j$ is symmetric. With $\mathbf f(\mathbf q)=\sum_{\mathbf R}\mathbf f(\mathbf R)e^{-i\mathbf q\cdot\mathbf R}$, the same convention for the displacements $\mathbf u$, and the force-constant matrix $D(\mathbf q)$, the energy is

$$\frac1N\sum_{\mathbf q\ne0}\left[-\mathrm{Re}\,\mathbf f^*\!\cdot\mathbf u+\tfrac12\,\mathbf u^*\!\cdot D\,\mathbf u\right].$$

The term $\mathbf q=0$ is a rigid translation and contributes nothing. The minimum is at $\mathbf u=D^{-1}\mathbf f$, with energy

$$E_{\rm relax}=-\frac1{2N}\sum_{\mathbf q\ne0}s(\mathbf q),\qquad s(\mathbf q)=\mathbf f^*(\mathbf q)\cdot D^{-1}(\mathbf q)\,\mathbf f(\mathbf q).$$

As the cell grows, the wavevectors fill the Brillouin zone more densely and the sum approaches an integral. The rate depends on the behaviour near $\mathbf q=0$. Expanding the exponential, and using the vanishing total force, gives $f_i(\mathbf q)\approx-iP_{ij}q_j$ with $P_{ij}=\sum_{\mathbf R} f_iR_j$. This is the same dipole as before, because a strain moves an atom by $\varepsilon\mathbf R$ and changes the force term by $-\sum\mathbf f\cdot\varepsilon\mathbf R=-P{:}\varepsilon$. A long wave is locally a homogeneous strain, so $D_{ik}\approx\Omega C_{ijkl}q_jq_l$, where $\Omega=V/N$. The powers of $q$ cancel in $s$, which tends to a bounded value that depends on the direction $\hat{\mathbf q}$.

Such a direction-dependent point gives an error proportional to $1/V$, as a scaling argument shows. For supercells of one shape with $L$ primitive cells along each edge, let $h=1/L$, and measure $\mathbf q$ in reciprocal lattice units, so that the grid points are $\mathbf n h$ with integer $\mathbf n$. Isolate the singular part as $g(\mathbf q)=\varphi(\hat{\mathbf q})\chi(q)$, where $\chi$ is a smooth cutoff equal to one near the origin and zero before the zone boundary. Define

$$F(h)=h^3\sum_{\mathbf n\ne0}g(\mathbf nh),\qquad I=\int g\,d^3q .$$

Halving the spacing gives

$$8F(h/2)-F(h)=h^3\sum_{\mathbf n\ne0}\left[g(\mathbf nh/2)-g(\mathbf nh)\right].$$

Both terms in the bracket have the same direction factor, so near the origin they cancel. The bracket is thus a smooth function of $\mathbf q=\mathbf nh$ that vanishes outside a bounded region. By Poisson summation, its grid sum equals its integral up to an error $\rho(h)$ smaller than any power of $h$. The integral is $8I-I=7I$. With $\delta(h)=F(h)-I$,

$$8\,\delta(h/2)=\delta(h)+\rho(h),\qquad\text{or}\qquad \frac{\delta(h/2)}{(h/2)^3}=\frac{\delta(h)}{h^3}+\frac{\rho(h)}{h^3}.$$

The ratio $\delta/h^3$ therefore tends to a constant under repeated halving. Replacing the factor $1/2$ by any other fixed factor shows that the constant is the same for all sequences. The error is proportional to $h^3=1/N$, hence to $1/V$.

The rest of $s$ is less singular. Since $\mathbf f(-\mathbf q)=\mathbf f^*(\mathbf q)$ and $D(-\mathbf q)=D^*(\mathbf q)$, the real function $s$ is even, and its next term is $q^2$ times a function of direction. The same scaling argument, with two more powers of $q$, gives an error of order $h^5$, or $V^{-5/3}$. Thus

$$E_{\rm fix}=E_\infty+\frac AV+O(V^{-5/3}).$$

The coefficient $A$ represents the elastic interaction of the defect with its periodic images at zero average strain. It depends on $P$, on the elastic constants and on the shape of the supercell.

A homogeneous strain is absent from this sum, and freeing the cell adds it. With one atom per primitive cell, every atom of the strained host is still a centre of inversion and feels no force. The strain therefore does not couple to the periodic displacements in the harmonic energy. For fixed forces the added energy is the minimum of $-P{:}\varepsilon+\frac V2\varepsilon{:}C{:}\varepsilon$, which is $-PSP/(2V)$ without any remainder, even in a small cell.

A real defect changes the bonds around it. If these changes are confined to a finite core in a harmonic host, the core feels the rest of the crystal through its response to balanced forces. The argument above gives that response a size correction of order $1/V$. A stable minimum then shifts in energy by the same order. For a host that is itself anharmonic this remains a physical argument rather than a proof: the strain far from the defect is small, so the response there is nearly harmonic. With the dilute value of $P$, the two series are

$$E_{\rm fix}=E_\infty+\frac AV+\cdots,\qquad E_{\rm free}=E_\infty+\frac{A-PSP/2}{V}+\cdots .$$

They have one limit and different slopes. Going to zero stress lowers the energy by $PSP/(2V)$, the work needed to strain the relaxed cell back to the shape of the host, but the image term $A/V$ remains. Which series lies closer to the limit depends on $A$.

The numbers at the beginning come from a face-centred cubic model with nearest-neighbour Morse bonds,

$$\phi(r)=D_0\left[1-e^{-\alpha(r-r_0)}\right]^2 .$$

For host bonds $D_0=0.04$ hartree, $r_0=d=5$ bohr and $\alpha=0.5$ bohr$^{-1}$. The second derivative at the minimum is the spring constant $k=2D_0\alpha^2=0.02$ hartree/bohr$^2$. Two neighbouring atoms along $[011]$ are impurities. Their bonds to the host prefer 5.2 bohr, their mutual bond prefers 6.0 bohr, and all these bonds have half the host depth.

The elastic constants follow by counting bonds. An atom has six bonds of its own, with unit vectors $\mathbf n$ along the $\langle110\rangle$ directions, and a strain stretches each by $d\,\mathbf n\cdot\varepsilon\mathbf n$. The energy per volume is $(kd^2/2\Omega)\sum(\mathbf n\cdot\varepsilon\mathbf n)^2$, with $\Omega=d^3/\sqrt2$. Four bonds have $n_x^2=1/2$, so $\sum n_x^4=1$; two have $n_x^2n_y^2=1/4$, so $\sum n_x^2n_y^2=1/2$. Hence

$$C_{11}=\frac{kd^2}{\Omega}=\frac{\sqrt2\,k}{d}=0.005657,\qquad C_{12}=C_{44}=\tfrac12C_{11}=0.002828,$$

in hartree/bohr$^3$, and $B=0.003771$ hartree/bohr$^3$.

In the relaxed 512-atom fixed cell, with $V=45254.8$ bohr$^3$, the nonzero dipole components are $P_{xx}=0.10837$, $P_{yy}=P_{zz}=0.13040$ and $P_{yz}=0.02610$ hartree. The trace is $0.36917$ hartree, so the volume part of $PSP$ is

$$\frac{0.36917^2}{9\times0.0037712}\approx4.0154\ \text{hartree bohr}^3 .$$

The two shape terms together give $0.3553$ hartree bohr$^3$, so that $PSP=4.3707$ hartree bohr$^3$ and

$$\frac{PSP}{2V}=\frac{4.3707}{2\times45254.8}=4.829\times10^{-5}\ \text{hartree}.$$

Direct minimization over the atoms and all six strains gives $4.842\times10^{-5}$ hartree, or 1.318 meV. The formula thus falls short by 0.27% of its own value. Relaxing the volume alone gains $4.451\times10^{-5}$ hartree, and relaxing the shape alone gains $0.393\times10^{-5}$ hartree; the formulas give $4.436\times10^{-5}$ and $0.393\times10^{-5}$. Shape accounts for about 8% of $PSP$ here. The strain can be checked in the same way: the predicted $\varepsilon_{yz}$ is $0.02610/(2\times45254.8\times0.002828)=1.020\times10^{-4}$, and the relaxed cell gives the same value to the digits shown. The diagonal components agree less closely: the predicted $\varepsilon_{xx}=1.2561\times10^{-4}$ and $\varepsilon_{yy}=2.9771\times10^{-4}$ compare with relaxed values $1.2653\times10^{-4}$ and $2.9845\times10^{-4}$, differences of 0.7% and 0.25% of the predicted values.

At 64 atoms the relative remainder is 2.12%, about eight times that at 512 atoms. This is the expected behaviour of an absolute remainder of order $V^{-2}$ beside a leading term of order $V^{-1}$. Using the stiffness $C_V$ of the 64-atom defect cell in place of $C$ reduces the remainder to 0.56%. Most of it therefore comes from the change of stiffness caused by the defect. The expansion assigns what is left to terms of third and higher order in the strain.

The dilute limits were obtained by fitting each series with a constant, a $1/V$ term and a $V^{-5/3}$ term. They differ by about $4\times10^{-7}$ hartree, less than 1% of the energy difference at 512 atoms. Exact agreement is not expected, because the fit omits the $V^{-2}$ term and all higher terms, which are not negligible in the smallest cells. Since the fit is linear, this number is the fitted limit of the energy difference itself, and it does not measure the accuracy of either limit. The check on that accuracy is weaker: leaving out the 64-atom cell moves each limit by less than a tenth of the 512-atom difference, about $5\times10^{-6}$ hartree, so the last digits of the two limits are meaningful only in comparison with each other. At 512 atoms the fixed-cell energy lies $4.0\times10^{-5}$ hartree above its fitted limit, and the zero-stress energy lies $0.9\times10^{-5}$ hartree below its own. These two deviations carry the uncertainty of the fitted limits, a few $10^{-6}$ hartree. That is about a tenth of the first deviation and a quarter or more of the second, so for the zero-stress series only the sign and the rough size, about $10^{-5}$ hartree, are established. Zero stress is closer in this example, but both errors are of order $1/V$.

The harmonic Fourier sum provides a separate test of that law in larger cells. For $L=16$, 32 and 64, the first change in energy is 8.05 times the second, where a pure $1/V$ law would give 8. The numerical check also confirms that for fixed forces in the 64-atom harmonic cell the energy difference equals $PSP/(2V)$ to within about $10^{-8}$ hartree.

The common limit depends on the choice of fixed cell. Suppose that the host has a small residual stress $\sigma_0$ in that cell. The linear term becomes $-(P-V\sigma_0){:}\varepsilon$, and to quadratic order with host stiffness the gain is

$$\frac{(P-V\sigma_0)S(P-V\sigma_0)}{2V}=\frac{PSP}{2V}-P{:}S{:}\sigma_0+\frac V2\,\sigma_0{:}S{:}\sigma_0 .$$

The last term is the relaxation energy of the perfect host and cancels if each defect energy is referred to the host treated in the same way. The middle term does not cancel and does not decrease with $V$. It is the energy of the dipole in a host held at strain $S\sigma_0$, so the two procedures then converge to defects in two different crystals.

The result also fails if relaxing the cell carries the defect into another atomic configuration, because $E(\varepsilon)$ is then not one smooth branch, and it is inaccurate if the cell is so small that the strain is not small. The derivation assumes a neutral defect with short-range forces, so it does not cover the long-range Coulomb interactions of a charged defect.

## Calculated quantities

```
host bond length: 5.0 bohr
Morse decay constant: 0.5 1/bohr
host-host: depth 0.04 hartree, length 5.0 bohr
impurity-host: depth 0.02 hartree, length 5.2 bohr
impurity-impurity: depth 0.02 hartree, length 6.0 bohr
host spring constant: 0.0200 hartree/bohr^2
volume per atom: 88.3883 bohr^3
C11: 0.005657 hartree/bohr^3
C12 = C44: 0.002828 hartree/bohr^3
bulk modulus: 0.003771 hartree/bohr^3 = 111.0 GPa
P row x, 512 atoms: 0.10837 0.00000 0.00000 hartree
P row y, 512 atoms: 0.00000 0.13040 0.02610 hartree
P row z, 512 atoms: 0.00000 0.02610 0.13040 hartree
PSP, 512 atoms: 4.3707 hartree bohr^3
volume part of PSP: 4.0154 hartree bohr^3
shape part of PSP: 0.3553 hartree bohr^3
64 atoms: V = 5656.9 bohr^3
  E_fix = 0.00859482, E_free = 0.00821279 hartree
  difference = 3.8203e-04, PSP/(2V) = 3.7409e-04 hartree
  relative remainder = 2.123 %
125 atoms: V = 11048.5 bohr^3
  E_fix = 0.00842410, E_free = 0.00822677 hartree
  difference = 1.9733e-04, PSP/(2V) = 1.9520e-04 hartree
  relative remainder = 1.091 %
216 atoms: V = 19091.9 bohr^3
  E_fix = 0.00835060, E_free = 0.00823605 hartree
  difference = 1.1455e-04, PSP/(2V) = 1.1383e-04 hartree
  relative remainder = 0.633 %
343 atoms: V = 30317.2 bohr^3
  E_fix = 0.00831477, E_free = 0.00824255 hartree
  difference = 7.2228e-05, PSP/(2V) = 7.1941e-05 hartree
  relative remainder = 0.399 %
512 atoms: V = 45254.8 bohr^3
  E_fix = 0.00829536, E_free = 0.00824694 hartree
  difference = 4.8419e-05, PSP/(2V) = 4.8290e-05 hartree
  relative remainder = 0.267 %
difference, 512 atoms: 1.318 meV
remainder exponent in 1/V, 216 to 512 atoms: 0.998
remainder with own stiffness, 64 atoms: 0.563 %
gain, volume only, 512 atoms: 4.4509e-05 hartree
gain, shape only, 512 atoms: 3.9309e-06 hartree
strain xx, 512 atoms: relaxed 1.2653e-04, SP/V 1.2561e-04
strain yy, 512 atoms: relaxed 2.9845e-04, SP/V 2.9771e-04
strain yz, 512 atoms: relaxed 1.0196e-04, SP/V 1.0196e-04
dilute limit from fixed cells: 0.0082553 hartree
dilute limit from zero stress: 0.0082557 hartree
E_fix - its limit, 512 atoms: 4.002e-05 hartree
E_free - its limit, 512 atoms: -8.772e-06 hartree
harmonic difference ratio, n = 16, 32, 64: 8.0470
```
